\section*{Zero-temperature shot noise of a coherent multichannel filament, part 2}

Non-interacting electrons cross a coherent, elastic filament between leads $L$ and $R$, each with $N$ channels. We seek the zero-temperature current noise by counting electrons, to compare with the result from current correlations. Rydberg units: $\hbar=1$, $2m=1$, $e^2=2$; $e>0$ is the charge magnitude.

The unitary matrix $s=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}$ takes incoming to outgoing amplitudes. $T_n$ are the eigenvalues of $t^\dagger t$; its diagonal elements are the orbital probabilities. Lead $\alpha$ has occupation $f_\alpha(E)$ and Fermi edge $\mu_\alpha$. The window $\mathcal W$, of width $u=eV$, is filled on the left and empty on the right.

For number current $J$ with autocovariance $C(\tau)$, $S_N=2\int C\,d\tau$. Per spin,
\begin{equation}
 \langle J\rangle=\int_{\mathcal W}\frac{dE}{2\pi}\sum_nT_n,\qquad
 S_N=2\int_{\mathcal W}\frac{dE}{2\pi}\sum_nT_n(1-T_n).
 \label{eq:carry}
\end{equation}
This came from
\begin{equation}
 S_N=\frac1\pi\int dE\sum_{\alpha\beta}
 f_\alpha(1-f_\beta)\operatorname{Tr}[A_{\alpha\beta}A_{\beta\alpha}],
 \label{eq:Sgen}
\end{equation}
\begin{equation}
 A_{LL}=t^\dagger t,\quad A_{LR}=t^\dagger r',\quad
 A_{RL}=r'^\dagger t,\quad A_{RR}=r'^\dagger r'-1. \label{eq:A}
\end{equation}
In $C(\tau)$ the occupations enter as $e^{i(E-E')\tau}f_\alpha(E)[1-f_\beta(E')]$, integrated over both energies.

With both spins, the charge current $I$ has noise
\begin{equation}
 S=2e\,\frac{2e}{h}\int_{\mathcal W}dE\sum_nT_n(1-T_n).\label{eq:S}
\end{equation}
The Fano factor is $F=S/(2eI)=S_N/(2\langle J\rangle)$, with small-bias value $F_0$. For a fixed window centre and smooth, bias-independent transmissions, $F-F_0$ is of order $u^2$.

For counting, energy is divided into cells of width $\varepsilon$, with $s$ nearly constant in each. A long time $t_0$ contains $\varepsilon t_0/2\pi$ packets per cell, channel and spin. In $\mathcal W$, packets from the left are filled and those from the right empty; only $\mathcal W$ contributes.

The example joins three-orbital lattice leads (hopping $-\gamma$, $E=-2\gamma\cos k$) through one layer with Hamiltonian $H_c$, amplitude $\phi$ and real diagonal couplings $-W_L,-W_R$. For incident amplitude $a$ from the left,
\begin{equation}
 \gamma(1+r)a=W_L\phi,\qquad \gamma ta=W_R\phi. \label{eq:match}
\end{equation}
\begin{equation}
 \left[E-H_c+\frac{e^{ik}}{\gamma}(W_L^2+W_R^2)\right]\phi
 =2i\sin k\,W_La. \label{eq:layer}
\end{equation}

\subsection{Distribution of transmitted electrons}

Within a filled packet, the electron entering in left channel $n$ leaves in the one-particle state given by column $n$ of $s$. Its left and right parts are the corresponding columns of $r$ and $t$. The many-electron state is the Slater determinant of these $N$ orthonormal columns.

Let $M$ be the number leaving to the right. The operator $e^{i\lambda M}$ multiplies the right part of each one-particle state by $e^{i\lambda}$. The overlap of two Slater determinants is the determinant of their orbital overlaps, so
\begin{align}
 \chi(\lambda)=\langle e^{i\lambda M}\rangle
 &=\det(r^\dagger r+e^{i\lambda}t^\dagger t)\nonumber\\
 &=\det[1+(e^{i\lambda}-1)t^\dagger t]\nonumber\\
 &=\prod_n\left[1-T_n+e^{i\lambda}T_n\right]. \label{eq:chi}
\end{align}
The second line uses $r^\dagger r+t^\dagger t=1$, the upper left block of $s^\dagger s=1$. The last expression is the generating function of independent binary trials, one per eigenchannel, with success probabilities $T_n$.

Equivalently, the probability of occupying a chosen set of $N$ outgoing states is the squared modulus of the determinant made from the corresponding rows of the left-input columns of $s$. Summing these probabilities over sets with $M$ right-going states gives the distribution in (\ref{eq:chi}).

For small $\lambda$,
\begin{align}
 \ln\chi&=\sum_n\ln\left[1+T_n\left(i\lambda-\frac{\lambda^2}{2}\right)
 +O(\lambda^3)\right]\nonumber\\
 &=i\lambda\sum_nT_n-\frac{\lambda^2}{2}\sum_n(T_n-T_n^2)+O(\lambda^3).
\end{align}
The term $+\lambda^2T_n^2/2$ comes from the square in the expansion of the logarithm. The coefficients of $i\lambda$ and $-\lambda^2/2$ are the mean and variance:
\begin{equation}
 \langle M\rangle=\sum_nT_n,\qquad
 \operatorname{var}M=\sum_nT_n(1-T_n).
\end{equation}
Means and variances of different packets add. With $\varepsilon t_0/2\pi$ packets in each cell, the number $Q$ transferred in time $t_0$ has, to leading order in $t_0$,
\begin{equation}
 \frac{\langle Q\rangle}{t_0}=\int_{\mathcal W}\frac{dE}{2\pi}\sum_nT_n,
 \qquad
 \frac{\operatorname{var}Q}{t_0}=
 \int_{\mathcal W}\frac{dE}{2\pi}\sum_nT_n(1-T_n). \label{eq:rates}
\end{equation}

\subsection{From variance to noise}

Since $Q=\int_0^{t_0}J\,d\tau$, stationarity gives
\begin{equation}
 \operatorname{var}Q=\int_0^{t_0}\!\!\int_0^{t_0}C(\tau_1-\tau_2)
 d\tau_1d\tau_2=\int_{-t_0}^{t_0}(t_0-|\tau|)C(\tau)d\tau.
\end{equation}
The factor $t_0-|\tau|$ is the length of the interval in which both times fit. At large $t_0$ the leading term is $t_0\int C\,d\tau=t_0S_N/2$. Thus $S_N$ is twice the variance rate in (\ref{eq:rates}), in agreement with (\ref{eq:carry}).

Sharp Fermi edges make the approach slow. For constant $T_n$, the term in $C$ with both occupations from one reservoir contains
\begin{equation}
 \int_{-\infty}^{\mu}dE\,e^{iE\tau}
 \int_{\mu}^{\infty}dE'\,e^{-iE'\tau}
 =\frac{e^{i\mu\tau}}{i\tau}\frac{e^{-i\mu\tau}}{i\tau}
 =-\frac1{\tau^2}
\end{equation}
for $\tau\ne0$, with convergence factors at infinite energy. Multiplication by $-|\tau|$ and integration give a logarithm of $t_0$. It grows more slowly than $t_0$ and leaves the zero-frequency noise unchanged.

\subsection{What conductance leaves undetermined}

At small bias the conductance is $(2e^2/h)g$ with $g=\sum_nT_n$, and $F=1-\sum_nT_n^2/g$. A given $g$ allows a range of $F$. The inequality $(\sum_nT_n)^2\le N\sum_nT_n^2$ gives the upper limit
\begin{equation}
 F\le1-\frac gN. \label{eq:upper}
\end{equation}
The right side is also the plain average of $1-T_n$. The transmission-weighted average therefore cannot exceed the plain one, and they agree when all $T_n$ are equal.

For the lower limit, take two partly open channels with $T_a\ge T_b$ and move transmission $\delta>0$ from $b$ to $a$. Their sum is unchanged, while the sum of squares grows by $2\delta(T_a-T_b)+2\delta^2>0$. This can continue until at most one channel is partly open. With $g=m+x$, $m$ an integer and $0\le x<1$, the largest sum of squares is $m+x^2$, and
\begin{equation}
 F\ge\frac{m+x-(m+x^2)}g=\frac{x(1-x)}g. \label{eq:lower}
\end{equation}
For a memory filament, a conductance close to $2e^2/h$ does not by itself demonstrate one open channel: several partial channels may add to $g=1$. Within the present model the zero-temperature noise tells them from one open channel, for which $F=0$, but not always from one another: transmissions $1/2,1/2$ and $2/3,1/6,1/6$ both give $g=1$ and $F=1/2$.

\subsection{Numbers for the three-orbital filament}

The model is the one defined by (\ref{eq:match}) and (\ref{eq:layer}), with $\gamma=0.10$ Ry. The diagonal elements of $W_L$ are $0.08,0.07,0.04$ Ry and those of $W_R$ are $0.08,0.05,0.03$ Ry. The central Hamiltonian is
\begin{equation}
 H_c=\begin{pmatrix}
 0&0.03&0.01\\0.03&0.02&0.03\\0.01&0.03&-0.04
 \end{pmatrix}\ \mathrm{Ry}.
\end{equation}
These are round model parameters and describe no particular material. At $E=0$ the transmissions are $0.9755$, $0.6100$ and $0.2105$, so $g=1.796$. The partition sum is
\begin{equation}
 0.9755(0.0245)+0.6100(0.3900)+0.2105(0.7895)=0.428,
\end{equation}
and $F_0=0.428/1.796=0.238$. The middle channel supplies $0.238/0.428$, or 56 per cent, of the partition noise. The nearly open channel carries the most current but contributes little noise.

The plain average of $1-T_n$ is $0.401$. The orbital probabilities $0.883,0.659,0.254$ have the same sum $g$ but give $0.288$ instead of $0.238$. The bounds at this conductance are $0.090\le F\le0.401$ for three channels. Read as a measurement, $F=0.238$ would require $N\ge g/(1-F)=1.796/0.762=2.36$ by (\ref{eq:upper}), hence at least three channels. This inference assumes spin-degenerate channels and partition noise alone; thermal or switching noise raises the measured $F$ and with it the inferred $N$.

For one filled packet, the probabilities of transmitting zero, one, two and three electrons are $0.0075$, $0.3142$, $0.5530$ and $0.1253$. Their mean is
\begin{equation}
 0.3142+2(0.5530)+3(0.1253)=1.796.
\end{equation}
Their variance is $0.428$. These probabilities were obtained by enumerating outgoing configurations, and a test confirmed their agreement with the independent binary trials.

Now apply $u=0.010$ Ry, centred on $E=0$. Including both spins and the energy dependence, the number current is $0.005719\,\mathrm{Ry}/\hbar$ and the number noise is $0.002725\,\mathrm{Ry}/\hbar$. Therefore
\begin{equation}
 F=\frac{0.002725}{2(0.005719)}=0.238.
\end{equation}
The main results correspond to $I=18.9\,\mu\mathrm A$ and $S=1.45\times10^{-24}\,\mathrm{A^2/Hz}$ at $0.136$ V. In a separate test of the small-bias law, halving the bias reduced the error of $F_0$ by a factor $4.004$, as the quadratic correction requires.

\subsection{A test by time evolution}

The energy integrals were also tested without scattering states. Two disconnected leads of 200 sites per orbital were filled to Fermi edges $\pm0.10135$ Ry and then joined through the filament. The evolved Slater determinant gives the right-lead number from the overlaps of the right-lead parts of its orbitals. If $B$ is their overlap matrix, the argument leading to (\ref{eq:chi}) gives mean $\operatorname{Tr}B$ and variance $\operatorname{Tr}[B(1-B)]$.

Between times 600 and 1800 $\hbar/\mathrm{Ry}$, the mean grew at $0.05899\,\mathrm{Ry}/\hbar$ per spin, equal to the integral at this precision. The variance grew at $0.01167\,\mathrm{Ry}/\hbar$, against $0.01168$ from the formula. The resulting Fano factor, $0.198$, differs from the small-bias value because this window is wide and the transmissions vary across it.

With equal fillings the variance changed at $-0.000135\,\mathrm{Ry}/\hbar$, about 1.2 per cent of the biased rate in magnitude. Over the interval this is a decrease of $0.16$ electrons squared, not the slow increase that infinite leads would suggest. The cause is finite lead length. Electrons at the Fermi edge move at $2\gamma=0.2$ site per $\hbar/\mathrm{Ry}$ and need $\tau_r=2000\,\hbar/\mathrm{Ry}$ to reach a lead end and return. The lead levels near this edge are almost equally spaced, so the logarithm of time is replaced by $(g/\pi^2)\ln\sin(\pi\tau/\tau_r)$, which rises until $\tau_r/2$ and then falls. With $g=1.796$ it changes by $-0.18$ between the two times, close to the value found. The residual also cautions against taking the closer agreement of the biased run as a general error estimate.

\subsection{What each derivation assumes}

Both derivations assume non-interacting electrons, coherent elastic scattering, ideal leads and a filament that does not change during the measurement. Both use unitarity. If atoms or trapped charges switch the filament between configurations of different conductance, the mean current itself fluctuates and adds noise absent from (\ref{eq:S}). Inelastic scattering or electron interactions can invalidate the use of one unitary matrix at each energy.

The current-correlation derivation further assumes a stationary state and reservoirs to which Wick's theorem applies. It treats energy-dependent scattering directly and does not require filled or empty packets. It can therefore be continued to nonzero temperature $\Theta$. For constant $T_n$, integrate (\ref{eq:Sgen}) using $\int f_\alpha(1-f_\alpha)dE=k_B\Theta$. The traces of $A_{LL}^2$ and $A_{RR}^2$ are both $\sum_nT_n^2$, since $A_{RR}=-t'^\dagger t'$ and $t'^\dagger t'$ has the same eigenvalues as $t^\dagger t$. For $k_B\Theta\ll u$ the mixed terms retain their zero-temperature value up to exponentially small corrections, and per spin
\begin{equation}
 S_N\simeq\frac1\pi\left[u\sum_nT_n(1-T_n)
 +2k_B\Theta\sum_nT_n^2\right].
\end{equation}
The zero-temperature result thus needs the second term to be small compared with the first, which is stricter than $k_B\Theta\ll u$ when the channels are nearly open. In the example $\sum_nT_n^2=1.796-0.428=1.368$ and $u/k_B=1579$ K. The two terms would be equal near $1579(0.428)/(2\times1.368)\simeq247$ K, so the temperature must lie well below this value.

The counting derivation assumes more about the incoming state: packets in the window are filled from the left and empty from the right. It also requires packets long enough to resolve the energy dependence of $s$, and an observation time much longer than one packet. In return it gives the distribution of transmitted electrons per packet, whereas the first derivation gives the second moment of the current. Its binary trials belong to eigenchannels; assigning them to coupled orbitals would discard correlations present in the Slater determinant. The full numerical output follows the text.

\section*{Table of computed values}
\begin{verbatim}
lead hopping magnitude: 0.10 Ry
left coupling magnitudes: [0.08 0.07 0.04] Ry
right coupling magnitudes: [0.08 0.05 0.03] Ry
central Hamiltonian row 1: [0.   0.03 0.01] Ry
central Hamiltonian row 2: [0.03 0.02 0.03] Ry
central Hamiltonian row 3: [ 0.01  0.03 -0.04] Ry
-- band centre, E = 0 Ry --
transmission T_1: 0.97554 (dimensionless)
transmission T_2: 0.61000 (dimensionless)
transmission T_3: 0.21050 (dimensionless)
sum of T: 1.79605 (dimensionless)
sum of T(1-T): 0.42795 (dimensionless)
Fano factor, small bias: 0.23827 (dimensionless)
plain average of 1-T: 0.40132 (dimensionless)
orbital probabilities: [0.88317 0.65898 0.2539 ] (dimensionless)
F from orbital probabilities: 0.28804 (dimensionless)
lowest F at this sum of T: 0.09039 (dimensionless)
highest F, three channels: 0.40132 (dimensionless)
probability of 0 transmitted: 0.00753 (dimensionless)
probability of 1 transmitted: 0.31416 (dimensionless)
probability of 2 transmitted: 0.55305 (dimensionless)
probability of 3 transmitted: 0.12527 (dimensionless)
enumerated count mean: 1.79605 electrons
enumerated count variance: 0.42795 electrons^2
F error ratio on halving bias: 4.0040 (dimensionless)
-- worked example, both spins --
bias energy eV: 0.010 Ry
number current I/e: 0.005719 Ry/hbar
number noise S/e^2: 0.002725 Ry/hbar
Fano factor over window: 0.23823 (dimensionless)
bias voltage: 0.13606 V
conductance at E = 0: 139.160 microsiemens
current: 18.9394 microampere
noise S: 1.4458e-24 A^2/Hz
temperature scale eV/k_B: 1578.9 K
-- time evolution, per spin --
sites per orbital in each lead: 200 (count)
filled levels per orbital, left: 134 (count)
filled levels per orbital, right: 66 (count)
left Fermi edge: 0.10135 Ry
right Fermi edge: -0.10135 Ry
first and last time: 600, 1800 hbar/Ry
mean growth, evolved: 0.058993 Ry/hbar
mean growth, formula: 0.058992 Ry/hbar
variance growth, evolved: 0.011667 Ry/hbar
variance growth, formula: 0.011675 Ry/hbar
variance growth, zero bias: -0.000135 Ry/hbar
F, evolved: 0.19777 (dimensionless)
F, formula: 0.19791 (dimensionless)
\end{verbatim}
